# Blackbody photons above twice a 1.1 eV semiconductor gap

A photon with at least twice the gap energy of a solar cell carries enough energy to make two electron–hole pairs. If the supply of such photons is read from the power spectrum of a 5800 K blackbody, the answer is wrong by a factor of about two. For a gap of 1.1 eV, one third of the emitted power lies above 2.2 eV, but only about 15 percent of the photons do. The current of a cell counts photons, so the photon share is the one that matters. About 54 percent of the photons lie above the gap itself, and splitting each energetic photon into two would ideally raise the current by 29 percent.

The fraction meant here is

$$F=\frac{\text{photons emitted with energy above }2E_g}{\text{all photons emitted}},\qquad E_g=1.1\ \text{eV},\quad T=5800\ \text{K}.$$

The denominator includes the far infrared. The emitter is an ideal blackbody: its photons have zero chemical potential, both polarizations are present, and its surface looks equally bright from every direction. Energies are in electronvolts.

## The estimate on the back of an envelope

The thermal energy is $kT=0.50$ eV, so the threshold in thermal units is

$$x=\frac{2E_g}{kT}=\frac{2.2}{0.50}=4.4 .$$

The number of modes per unit energy grows as the square of the energy. Well above $kT$ the mean occupation of a mode is nearly the Boltzmann factor. With $t=E/kT$, the photons above the threshold are therefore proportional to

$$\int_x^\infty t^2e^{-t}\,dt=e^{-x}(x^2+2x+2)\approx 0.0123\times 30.2\approx 0.37 .$$

The same Boltzmann form used for all photons would give $\int_0^\infty t^2e^{-t}dt=2$, hence a fraction of 0.185. This is too high, because low-energy modes hold more photons than the Boltzmann factor says. The Bose occupation replaces 2 by

$$2\left(1+\tfrac{1}{8}+\tfrac{1}{27}+\dots\right)\approx 2.40,$$

as derived below. The estimate becomes $0.37/2.40\approx0.154$, or about 15 percent.

## The emitted spectrum

Consider radiation in a periodic cube of side $L$. The allowed wavevectors are $\mathbf k=2\pi\mathbf n/L$, with integer components of $\mathbf n$, so each occupies a volume $(2\pi/L)^3$ in wavevector space. With two polarizations, the number of modes inside a sphere of radius $k_0$ is, for a large box,

$$2\,\frac{4\pi k_0^3/3}{(2\pi/L)^3}=\frac{L^3k_0^3}{3\pi^2}.$$

Put $k_0=E/\hbar c$, divide by $L^3$ and differentiate with respect to $E$. The density of modes per volume and energy is $E^2/(\pi^2\hbar^3c^3)$. Each mode holds on average $1/(e^{E/kT}-1)$ photons, so the photon density per unit energy is

$$n(E)=\frac{E^2}{\pi^2\hbar^3c^3}\,\frac{1}{e^{E/kT}-1}.$$

The flux leaving a surface counts outward directions, each weighted by the normal velocity $c\cos\theta$:

$$\frac{c}{4\pi}\int_0^{\pi/2}\cos\theta\;2\pi\sin\theta\,d\theta=\frac{c}{4}.$$

Multiplying $n(E)$ by $c/4$ and using $\hbar=h/2\pi$ gives the emitted photon flux per unit area and energy,

$$\Phi_E=\frac{2\pi E^2}{h^3c^2}\,\frac{1}{e^{E/kT}-1}.$$

The factor $c/4$ does not depend on energy. The fraction is therefore the same for photons emitted and for photons stored in a cavity at the same temperature.

## The fraction and its bounds

Substitute $E=kTt$. The factors $E^2\,dE$ give $(kT)^3t^2\,dt$, and all constants cancel in the ratio:

$$F(x)=\frac{I(x)}{I(0)},\qquad I(x)=\int_x^\infty\frac{t^2}{e^t-1}\,dt .$$

For $t>0$ the occupation is a geometric series,

$$\frac{1}{e^t-1}=\frac{e^{-t}}{1-e^{-t}}=\sum_{n=1}^\infty e^{-nt}.$$

All terms are positive, so the sum may be integrated term by term. Two integrations by parts give

$$\int_x^\infty t^2e^{-nt}dt=\frac{x^2}{n}e^{-nx}+\frac{2}{n}\int_x^\infty te^{-nt}dt,$$

$$\int_x^\infty te^{-nt}dt=\frac{x}{n}e^{-nx}+\frac{1}{n^2}e^{-nx}.$$

Together,

$$I(x)=\sum_{n=1}^\infty e^{-nx}\left(\frac{x^2}{n}+\frac{2x}{n^2}+\frac{2}{n^3}\right).$$

At $x=0$ only the last term in the bracket survives, and $I(0)=2\sum_n n^{-3}=2\zeta(3)=2.404$. This is the corrected total used in the estimate.

The error of keeping one term can be bounded. For every $t\ge x$,

$$e^{-t}<\frac{e^{-t}}{1-e^{-t}}\le\frac{e^{-t}}{1-e^{-x}}.$$

Multiplying by $t^2$ and integrating gives

$$F_1<F<\frac{F_1}{1-e^{-x}},\qquad F_1=\frac{e^{-x}(x^2+2x+2)}{2\zeta(3)}.$$

With the unrounded threshold $x=4.4017$,

$$F_1=\frac{0.012256\times30.1785}{2.4041}=0.1538,$$

and the upper bound is 0.1558. The full series gives $F=0.1546$.

The fraction was also found without the integral, by adding the Bose occupations of individual modes. The box was chosen so that $t=0.05\,|\mathbf n|$, and modes were counted up to $t=35$. This sum gives 15.461 percent, against 15.462 percent from the series. The last digit agrees partly by chance: spacings between 0.045 and 0.06 in place of 0.05 give values from 15.461 to 15.471 percent, so a box of this size confirms the series to about 0.01 percentage point.

## Two limits

For $x\gg1$, the first term of the series and its highest power dominate, so $F\approx x^2e^{-x}/2\zeta(3)$. At $x=4.4$ this is not yet good enough: $x^2=19.4$ is only 64 percent of $x^2+2x+2=30.2$. The lower powers must be kept.

For small $x$ it is easier to count the photons below the threshold. Expanding the integrand,

$$\frac{t^2}{e^t-1}=t-\frac{t^2}{2}+\frac{t^3}{12}-\dots,$$

and integrating from 0 to $x$ gives

$$1-F(x)\approx\frac{1}{2\zeta(3)}\left(\frac{x^2}{2}-\frac{x^3}{6}+\frac{x^4}{48}\right).$$

A threshold of 0.5 eV has $x\approx1.00$, so the bracket is $0.500-0.167+0.021=0.354$ and the fraction below is $0.354/2.404=0.147$. The full calculation gives 14.7 percent. Photons below 0.5 eV are thus nearly as numerous as those above 2.2 eV. Leaving them out of the denominator would raise the fraction from 15.5 to 18.1 percent.

## Why the power fraction is larger

Power weights each photon by its energy, which replaces $t^2$ by $t^3$. One more integration by parts gives

$$\int_x^\infty t^3e^{-nt}dt=e^{-nx}\left(\frac{x^3}{n}+\frac{3x^2}{n^2}+\frac{6x}{n^3}+\frac{6}{n^4}\right).$$

The total is $6\sum_n n^{-4}=\pi^4/15=6.494$. At $x=4.4017$ the first term is

$$0.012256\,(85.3+58.1+26.4+6.0)=2.155,$$

or 33.2 percent of the total. All terms together give 33.3 percent. The ratio $33.3/15.5\approx2.2$ is the mean energy of a photon above the threshold divided by the mean energy of all emitted photons.

## How sharply the result depends on gap and temperature

Since $dI/dx=-x^2/(e^x-1)$, and $d\ln x=-d\ln T$ at fixed energy,

$$\frac{d\ln F}{d\ln T}=\frac{x^3}{(e^x-1)\,I(x)}=\frac{85.3}{80.6\times0.3717}=2.85 .$$

A source hotter by 1 percent has a fraction larger by about 2.8 percent of its value. A gap larger by 1 percent lowers it by the same relative amount. At 5772 K the fraction is 15.2 percent, and it equals 15 percent at 5739 K. "About 15 percent" is therefore a fair statement for a gap of 1.10 eV. Rounding the gap can change the second digit: at 5800 K the fraction is 17.6 percent for 1.05 eV and 13.6 percent for 1.15 eV.

## What the fraction means for a solar cell

Let each photon above $E_g$ give one electron, and let each photon above $2E_g$ give two. Write $F(E)$ for the fraction above energy $E$. Photons above $2E_g$ are counted once in $F(E_g)$ and once more in $F(2E_g)$, so the mean yield per emitted photon is

$$F(E_g)+F(2E_g)=0.538+0.155=0.693 .$$

The gain relative to the same cell without splitting is

$$\frac{F(2E_g)}{F(E_g)}=\frac{0.1546}{0.5384}=28.7\ \text{percent}.$$

If photons above $3E_g$ could give three electrons, their fraction of 3.3 percent would add another 6.2 percent of the original current.

To find the current outside the atmosphere, treat the Sun as a uniform disc of angular radius $\alpha=0.267^\circ$, a rough value. At its surface the flux comes from a full hemisphere, where $\int\cos\theta\,d\Omega=\pi$. At Earth the integral covers only the disc and gives $\pi\sin^2\alpha$. The flux is thus reduced by $\sin^2\alpha=2.17\times10^{-5}$:

$$2.967\times10^{26}\times2.17\times10^{-5}=6.44\times10^{21}\ \text{m}^{-2}\,\text{s}^{-1}.$$

Multiplied by the elementary charge, this is 103.2 mA/cm² if every photon gave one electron. The photons above the gap supply $0.5384\times103.2=55.6$ mA/cm², and ideal splitting adds $0.1546\times103.2=16.0$ mA/cm². The threshold for splitting lies at 564 nm.

## Comparison with real sunlight and real converters

The example resembles a silicon cell, whose gap at room temperature is about 1.12 eV. By the sensitivity above, this gap lowers the fraction to about 14.7 percent. Warming the cell by 30 K acts the other way: with a rough gap slope of 0.27 meV/K, the 1.1 eV example moves to 15.8 percent. Silicon cells at the ground deliver roughly 40 mA/cm², less than the ideal 55.6 mA/cm², which assumes sunlight above the atmosphere and no optical or electrical loss.

The solar spectrum is not a perfect blackbody. If a quarter of the photons below 400 nm were missing, a rough assumption, the fraction would be 14.5 percent. Scattering in the atmosphere changes the direct beam more. Take a Rayleigh optical depth of 0.10 at 550 nm, varying as the inverse fourth power of wavelength, and a path 1.5 times the vertical one. The fraction in the direct beam then falls to 10.8 percent. Removing all photons below 0.5 eV as well brings it back to about 13 percent, because the denominator shrinks. These figures size two effects separately and together. They do not describe the full ground spectrum, which also contains scattered skylight, molecular absorption bands and aerosol losses.

A real converter can have a threshold above $2E_g$. Ytterbium ions emit near 980 nm, or 1.265 eV, above the gap of the cell. Without thermal energy from the host, two such photons require 2.53 eV. Only 10.0 percent of the blackbody photons exceed this. Even if the converter absorbs all of them, the ideal gain drops from 28.7 to 18.5 percent. Absorption in a narrower band lowers it further: a converter that absorbs only between 440 and 490 nm could gain at most 6.1 percent.

Some converted light also escapes through the front. In a layer of refractive index 1.5, light within the cone $\sin\theta_c=1/1.5$ can leave. For isotropic emission the escaping share is

$$\frac{1-\cos\theta_c}{2}=\frac{1-\sqrt{1-1/1.5^2}}{2}=12.7\ \text{percent},$$

if reflection inside the cone is neglected. If all other converted photons reach the cell, two emitted photons give $2\times0.8727=1.745$ electrons. One of these only replaces the electron that the original photon would have produced, so the gain is $0.745\times18.5=13.8$ percent.

The same accounting gives a break-even condition. When the cell would have used every absorbed photon at full yield, the layer helps only if it emits more than $1/0.873\approx1.15$ photons per photon absorbed. Parasitic absorption raises this requirement. A cell that responds poorly to short wavelengths lowers it, since less current is given up when those photons are converted.

The numerical output below lists the main computed values.

## Computed results

```
Source temperature: 5800 K; kT = 0.4998 eV
Gap: 1.10 eV; twice the gap: 2.20 eV
x at gap: 2.2009; x at twice the gap: 4.4017
Wavelength at gap: 1127.1 nm; at twice the gap: 563.6 nm
exp(-x) at twice the gap: 0.012256
x^2+2x+2 at twice the gap: 30.1785
2 zeta(3): 2.404114; tail integral: 0.371715
One-term estimate (lower bound): 15.385 %
Upper bound: 15.576 %
Photon fraction above twice the gap: 15.462 %
Same, by sum over box modes: 15.461 %
Photon fraction above the gap: 53.84 %
Photon fraction above three gaps: 3.32 %
Power fraction above twice the gap: 33.32 %
Sensitivity d ln F / d ln T: 2.847
Temperature at which the fraction is 15 %: 5739 K
Photon flux at source surface: 2.9666e+26 per m^2 s
Emitted power at source surface: 6.4169e+07 W/m^2
Angular radius of Sun (rough): 0.267 deg; dilution 2.1716e-05
Photon flux at Earth: 6.442e+21 per m^2 s
Irradiance at Earth: 1393 W/m^2
Ideal current without cutting: 55.6 mA/cm^2
Extra current from two-for-one cutting: 16.0 mA/cm^2
Ideal current with cutting: 71.5 mA/cm^2
Relative current gain: 28.7 %
Further gain if three-for-one is allowed: 6.2 % of plain current
Mean yield per emitted photon, capped at two: 0.6930; uncapped: 0.7335
Fraction for a 5772 K source: 15.25 %
Gap slope (rough): 0.27 meV/K; cell warmer by 30 K
Fraction with the warm-cell gap: 15.79 %
Photon fraction below 400 nm: 4.46 %
Fraction if 25 % of those are missing (rough): 14.51 %
Rayleigh depth at 550 nm (rough): 0.10; air mass 1.5
Fraction in direct beam after Rayleigh loss: 10.81 %
Photon fraction below 0.5 eV: 14.73 %
Fraction if those are removed: 18.13 %
Fraction with Rayleigh loss and infrared removal: 12.85 %
Converter emission (rough): 980 nm; threshold 2.530 eV
Photon fraction above converter threshold: 9.97 %
Current gain with converter threshold: 18.5 %
Front escape at index 1.5: 12.7 %; net yield 1.745
Current gain with threshold and escape: 13.8 %
```
